# Does Dyson embedding remove the periodic images of a defect?: a numerical check

```python
"""
Result under test: Dyson embedding with a host Green function summed on N
uniform k-points gives exactly one defect in an N-cell ring, images included.
The infinite-host Green function is needed for an isolated defect.

Symbols: t hopping, U site potential of the defect (eV), N cells in the ring,
theta boundary twist psi(n+N)=exp(i theta) psi(n), z complex energy,
kappa decay rate per cell of the isolated bound state, eta level broadening.
Chain host: energy(k) = -2 t cos(k), k per cell. G(r) = <r|1/(z-H)|0>.
"""
import numpy as np
from scipy import constants, integrate, optimize

t, U, cell = 1.0, -1.0, 3.0
hartree = constants.physical_constants["Hartree energy in eV"][0]


def build(hops, N, theta=0.0, closed=True):
    """Real-space Hamiltonian; hops[R] couples cell n to cell n+R."""
    d = hops[1].shape[0]
    H = np.zeros((N * d, N * d), complex)
    for n in range(N):
        for R, h in hops.items():
            wraps, m = divmod(n + R, N)
            if closed or wraps == 0:
                H[n*d:(n+1)*d, m*d:(m+1)*d] += h * np.exp(1j*theta*wraps)
    return H


chain = {1: np.array([[-t]]), -1: np.array([[-t]])}


def chain_with_defects(N, sites=(0,), theta=0.0, closed=True):
    H = build(chain, N, theta, closed)
    for site in sites:
        H[site, site] += U
    return H


def g_sum(N, z, r=0, theta=0.0):
    """Host chain Green function from N uniform k-points."""
    k = (2*np.pi*np.arange(N) + theta) / N
    return np.mean(np.exp(1j*k*r) / (z + 2*t*np.cos(k)))


def g_infinite(z, r=0):
    """Closed form for the infinite chain."""
    roots = np.roots([t, z, t])
    lam = roots[np.argmin(abs(roots))]
    return lam**abs(r) / (t*(lam - 1/lam))


def embed(g):
    """Dyson equation on the defect site."""
    return g / (1 - U*g)


def embedded_level(host):
    """Bound level from the pole of the embedded Green function."""
    return optimize.brentq(lambda E: 1 - U*np.real(host(E)),
                           -2*t - abs(U) - 1, -2*t - 1e-9,
                           xtol=1e-14, rtol=1e-14)


def local_dos(g):
    return -np.imag(g) / np.pi


# General identity: two orbitals, second-neighbour hops, three-cell defect
h0 = np.array([[0.4, 0.2], [0.2, -0.3]], complex)
h1 = np.array([[-0.8, 0.3], [0.1, 0.5]], complex)
h2 = np.array([[0.1, 0.0], [0.05j, -0.1]], complex)
hops = {0: h0, 1: h1, -1: h1.conj().T, 2: h2, -2: h2.conj().T}
Ng, zg, twist = 7, 0.3 + 1.0j, 0.7
ks = (2*np.pi*np.arange(Ng) + twist) / Ng
resolvents = [np.linalg.inv(zg*np.eye(2)
              - sum(h*np.exp(1j*k*R) for R, h in hops.items())) for k in ks]


def g_two(r):
    return sum(np.exp(1j*k*r)*g for k, g in zip(ks, resolvents)) / Ng


G0 = np.block([[g_two(n - m) for m in range(Ng)] for n in range(Ng)])
rng = np.random.default_rng(4)
A = rng.normal(size=(6, 6)) + 1j*rng.normal(size=(6, 6))
V = (A + A.conj().T) / 2
G_dyson = G0 + G0[:, :6] @ V @ np.linalg.solve(
    np.eye(6) - G0[:6, :6] @ V, G0[:6, :])
H_direct = build(hops, Ng, twist)
H_direct[:6, :6] += V
G_direct = np.linalg.inv(zg*np.eye(2*Ng) - H_direct)
identity_error = np.max(abs(G_dyson - G_direct))
assert identity_error < 1e-11

# Image sum, with the infinite host represented by a long open chain
L, centre = 241, 120
G_open = np.linalg.inv(zg*np.eye(2*L) - build(hops, L, closed=False))
image_error = 0.0
for r in range(Ng):
    total = np.zeros((2, 2), complex)
    for m in range(-15, 15):
        row = centre + r + m*Ng
        total += np.exp(-1j*m*twist)*G_open[2*row:2*row+2,
                                           2*centre:2*centre+2]
    image_error = max(image_error, np.max(abs(total - g_two(r))))
assert image_error < 1e-8

# Closed forms of the chain against quadrature and k-sums
for r in (0, 3):
    value = integrate.quad(lambda k: np.cos(k*r)/(-2.5 + 2*t*np.cos(k)),
                           0, np.pi, epsabs=1e-12)[0] / np.pi
    assert abs(value - g_infinite(-2.5, r)) < 1e-10
kap = np.arccosh(2.5/(2*t))
for theta in (0.0, 1.0, np.pi):
    factor = np.sinh(8*kap)/(np.cosh(8*kap) - np.cos(theta))
    assert abs(g_sum(8, -2.5, 0, theta)/g_infinite(-2.5) - factor) < 1e-11

# Isolated bound state against a long open chain
E_iso = -np.sqrt(U**2 + 4*t**2)
kappa = np.arcsinh(abs(U)/(2*t))
levels, states = np.linalg.eigh(chain_with_defects(401, (200,), closed=False))
assert abs(levels[0] - E_iso) < 1e-11
assert abs(abs(states[205, 0]/states[200, 0]) - np.exp(-5*kappa)) < 1e-10
assert abs(embedded_level(g_infinite) - E_iso) < 1e-11


def ring_level(N, theta=0.0):
    return np.linalg.eigvalsh(chain_with_defects(N, theta=theta))[0]


def shift_estimate(N, theta=0.0):
    return -2*U**2/abs(E_iso)*np.exp(-kappa*N)*np.cos(theta)


print(f"Hopping t = {t:.1f} eV; defect potential U = {U:.1f} eV")
print(f"Cell length = {cell:.1f} angstrom")
print(f"General identity, largest error = {identity_error:.1e} 1/eV")
print(f"General image sum, largest error = {image_error:.1e} 1/eV")
print(f"Isolated level = {E_iso:.6f} eV = {E_iso/hartree:.6f} hartree")
print(f"Decay rate kappa = {kappa:.6f} per cell")
print(f"Bound-state amplitude decay length = {cell/kappa:.3f} angstrom")
print("Bound level: N, Dyson (eV), direct ring (eV), error, estimate (meV)")
for N in (4, 8, 16, 32):
    E_dyson = embedded_level(lambda E: g_sum(N, E))
    E_ring = ring_level(N)
    assert abs(E_dyson - E_ring) < 1e-11
    assert E_ring < E_iso
    kr = np.arccosh(-E_ring/(2*t))
    assert abs(2*t*np.sinh(kr) - abs(U)/np.tanh(kr*N/2)) < 1e-10
    print(f"  {N:3d} {E_dyson:.8f} {E_ring:.8f} "
          f"{1000*(E_ring-E_iso):.6f} {1000*shift_estimate(N):.6f}")
for theta in (0.0, 1.0, np.pi):
    ratio = (ring_level(32, theta) - E_iso)/shift_estimate(32, theta)
    assert abs(ratio - 1) < 1e-4

target = 1e-3
N_needed = next(N for N in range(4, 60) if abs(ring_level(N)-E_iso) < target)
N_formula = int(np.ceil(np.log(2*U**2/(abs(E_iso)*target))/kappa))
assert N_needed == N_formula
print(f"Smallest ring with level error below 1 meV = {N_needed} cells")
print(f"Length of that ring = {N_needed*cell:.1f} angstrom")

# Twists: average before or after the Dyson equation
N, M = 8, 4
twists = 2*np.pi*np.arange(M)/M
array_sites = tuple(N*np.arange(M))
H_one = chain_with_defects(N*M)
H_array = chain_with_defects(N*M, array_sites)
union = np.sort(np.concatenate(
    [np.linalg.eigvalsh(chain_with_defects(N, theta=q)) for q in twists]))
assert np.max(abs(union - np.linalg.eigvalsh(H_array))) < 1e-11
z = -2.23 + 0.02j
before = embed(np.mean([g_sum(N, z, 0, q) for q in twists]))
after = np.mean([embed(g_sum(N, z, 0, q)) for q in twists])
one = np.linalg.inv(z*np.eye(N*M) - H_one)[0, 0]
many = np.linalg.inv(z*np.eye(N*M) - H_array)[0, 0]
isolated = embed(g_infinite(z))
assert abs(before - one) < 1e-9 and abs(after - many) < 1e-9
assert abs(before - isolated) < 1e-2 and abs(after - isolated) > 0.1
E_before = embedded_level(
    lambda E: np.mean([g_sum(N, E, 0, q) for q in twists]))
assert abs(E_before - ring_level(N*M)) < 1e-11
twist_levels = np.array([ring_level(N, q) for q in twists])
error8 = ring_level(N) - E_iso
print(f"N=8 image error = {1000*error8:.4f} meV = {error8/hartree:.3e} hartree")
print(f"N=8 level, half-step shifted k-grid = {ring_level(N, np.pi):.6f} eV")
print("N=8 levels at twists 0, pi/2, pi, 3pi/2 (eV):")
print("  " + " ".join(f"{E:.6f}" for E in twist_levels))
print(f"Spread of these levels = {1000*np.ptp(twist_levels):.3f} meV")
print(f"Mean level minus isolated = "
      f"{1000*(twist_levels.mean()-E_iso):.4f} meV")
print(f"Level, four twists averaged before Dyson = {E_before:.8f} eV")
print(f"Local DOS test energy = {z.real:.2f} eV; broadening = {z.imag:.2f} eV")
print(f"Local DOS, average before Dyson = {local_dos(before):.5f} 1/eV")
print(f"Local DOS, average after Dyson = {local_dos(after):.5f} 1/eV")
print(f"Local DOS, isolated defect = {local_dos(isolated):.5f} 1/eV")

# Band centre: convergence at fixed broadening
eta = 0.05
z = 1j*eta
s = np.arcsinh(eta/(2*t))
dos_iso = local_dos(embed(g_infinite(z)))
L, centre = 1601, 800
source = np.zeros(L, complex)
source[centre] = 1
column = np.linalg.solve(
    z*np.eye(L) - chain_with_defects(L, (centre,), closed=False), source)
assert abs(local_dos(column[centre]) - dos_iso) < 1e-10
print(f"Band-centre broadening eta = {eta:.3f} eV")
print(f"Band-centre Green-function decay length = {cell/s:.2f} angstrom")
print(f"Band-centre local DOS, isolated defect = {dos_iso:.6f} 1/eV")
print("Band-centre local DOS at defect: N, embedded ring (1/eV)")
for N in (8, 32, 128, 512):
    g = g_sum(N, z)
    assert abs(g/g_infinite(z) - 1/np.tanh(s*N/2)) < 1e-9
    source = np.zeros(N, complex)
    source[0] = 1
    direct = np.linalg.solve(z*np.eye(N) - chain_with_defects(N), source)[0]
    assert abs(direct - embed(g)) < 1e-10
    print(f"  {N:3d} {local_dos(embed(g)):.6f}")
assert abs(local_dos(embed(g)) - dos_iso) < 1e-5

tolerance = 1e-3
N_host = next(N for N in range(4, 1000, 4)
              if abs(g_sum(N, z)/g_infinite(z) - 1) < tolerance)
N_host_formula = 4*int(np.ceil(np.log(1 + 2/tolerance)/(4*s)))
assert N_host == N_host_formula
print(f"Ring for host error below 0.001 (N multiple of 4) = {N_host} cells")
print(f"Length of that ring = {N_host*cell:.1f} angstrom")

ratios = []
print("Fixed N*eta: N, eta (eV), ring/infinite host ratio (no unit)")
for N, width in ((40, 0.05), (400, 0.005)):
    ratio = np.real(g_sum(N, 1j*width)/g_infinite(1j*width))
    ratios.append(ratio)
    print(f"  {N:3d} {width:.3f} {ratio:.5f}")
assert abs(ratios[0] - ratios[1]) < 1e-3 and min(ratios) > 2

print("success")
```

Output:

```
Hopping t = 1.0 eV; defect potential U = -1.0 eV
Cell length = 3.0 angstrom
General identity, largest error = 4.4e-16 1/eV
General image sum, largest error = 6.2e-16 1/eV
Isolated level = -2.236068 eV = -0.082174 hartree
Decay rate kappa = 0.481212 per cell
Bound-state amplitude decay length = 6.234 angstrom
Bound level: N, Dyson (eV), direct ring (eV), error, estimate (meV)
    4 -2.34292308 -2.34292308 -106.855105 -130.495168
    8 -2.25327161 -2.25327161 -17.203629 -19.038988
   16 -2.23647097 -2.23647097 -0.402991 -0.405268
   32 -2.23606816 -2.23606816 -0.000184 -0.000184
Smallest ring with level error below 1 meV = 15 cells
Length of that ring = 45.0 angstrom
N=8 image error = -17.2036 meV = -6.322e-04 hartree
N=8 level, half-step shifted k-grid = -2.214320 eV
N=8 levels at twists 0, pi/2, pi, 3pi/2 (eV):
  -2.253272 -2.235660 -2.214320 -2.235660
Spread of these levels = 38.952 meV
Mean level minus isolated = 1.3399 meV
Level, four twists averaged before Dyson = -2.23606816 eV
Local DOS test energy = -2.23 eV; broadening = 0.02 eV
Local DOS, average before Dyson = 6.52110 1/eV
Local DOS, average after Dyson = 5.24250 1/eV
Local DOS, isolated defect = 6.52117 1/eV
Band-centre broadening eta = 0.050 eV
Band-centre Green-function decay length = 120.01 angstrom
Band-centre local DOS, isolated defect = 0.127300 1/eV
Band-centre local DOS at defect: N, embedded ring (1/eV)
    8 0.061038
   32 0.153347
  128 0.133396
  512 0.127301
Ring for host error below 0.001 (N multiple of 4) = 308 cells
Length of that ring = 924.0 angstrom
Fixed N*eta: N, eta (eV), ring/infinite host ratio (no unit)
   40 0.050 2.16415
  400 0.005 2.16396
success
```
